# Averaging a Lattice Ripple with a Slightly Wrong Window

## The problem

A first-principles calculation of a metal gate on an oxide gives the electron's potential energy at every point of the cell. Averaged over planes parallel to the interface, it becomes a function $V(z)$ of depth alone. Inside each crystal $V(z)$ can still swing by many eV between an atomic plane and the space beside it. Aligning the bands by this route needs the level about which it swings, because the bulk energies of each material are placed relative to that level.

Deep inside one crystal, write

$$V(z)=V_0+Fz+r(z),\qquad r(z+a)=r(z),\qquad \int_{z}^{z+a} r(s)\,ds=0 .$$

Here $V_0$ is the wanted level, $F$ a possible uniform slope, $a$ the spacing of equivalent planes and $r$ the lattice ripple. One averaging pass replaces $V(z)$ by its mean over a window centred on $z$:

$$(AV)(z)=\frac1L\int_{z-L/2}^{z+L/2}V(s)\,ds .$$

With $L=a$ the ripple vanishes. Suppose instead that $L=a(1+\delta)$, where $\delta$ is small and may have either sign. The amplitude of a ripple means half its peak-to-peak value, and relative amplitudes refer to the original $r$.

1. What relative amplitude is left after one pass?
2. What is left if the result is averaged again with the same wrong window?
3. What are the two amplitudes for a TiN gate with $a=0.21$ nm, a ripple of 10 eV amplitude and $\delta=0.02$?
4. What does the second pass cost?

## A tempting solution

Take $\delta>0$. The window holds one whole period, which contributes nothing, and a surplus piece of length $\delta a$. The surplus contributes about $\delta a$ times a value of $r$. Division by $L\approx a$ leaves an error of about $\delta\, r$, so the relative amplitude after one pass is $\delta$.

The second pass uses the same window and has the same surplus. It therefore makes the same error again. The two errors have one cause, so they are not random and will not cancel. They add up to

$$\delta+\delta=2\delta .$$

For the TiN gate this means about 0.2 eV after one pass and 0.4 eV after two. Repeating a wrong window would make matters worse, and the only remedy would be a better value of $a$.

## Where it fails

The first paragraph is sound. The second cannot be right, as a simple property of averages shows. A mean over a window lies between the smallest and the largest value in that window. A pass therefore cannot increase the peak-to-peak value of a periodic ripple, whatever the window length. An amplitude that grows from $\delta$ to $2\delta$ contradicts this.

To find the fault, call the ripple after the first pass $r_1=Ar$. Averaging is linear, so the second pass acts on $V_0+Fz+r_1$ and leaves the ripple

$$r_2=A r_1 .$$

The tempting solution used $r_1+Ar$ instead. That contains two mistakes. It carries the first error $r_1$ through the second pass untouched, although $r_1$ is itself averaged. It also fills the surplus piece with the original ripple $r$, although the profile now entering the window contains the much smaller $r_1$.

What repeats is the fraction that the window lets through, not the error in eV. Fractions applied one after the other multiply. It remains to show that $r_1$ is again a ripple of period $a$ and zero mean, so that the same fraction applies to it.

## The right solution

**The level and the slope survive.** For the smooth part,

$$\frac1L\int_{z-L/2}^{z+L/2}(V_0+Fs)\,ds
=V_0+\frac{F}{2L}\left[\left(z+\tfrac L2\right)^2-\left(z-\tfrac L2\right)^2\right].$$

The bracket equals $2zL$, so the result is $V_0+Fz$. This holds for any $L$, because the window is centred. On a constant or linear background a wrong window does not shift the level; it only leaves some ripple on top of it. A curved background is different: each pass shifts it by about $L^2V''/24$, whether the window is right or wrong, so a second pass doubles that shift.

**One pass.** Take $\delta>0$ first. Cut one whole period from the left end of the window. It runs from $z-L/2$ to $z-L/2+a$, and $r$ integrates to zero over it. The remnant begins at

$$z-\frac{a(1+\delta)}2+a=z+\frac a2-\frac{\delta a}2$$

and ends at

$$z+\frac{a(1+\delta)}2=z+\frac a2+\frac{\delta a}2 .$$

It has length $\delta a$ and is centred on $z+a/2$, half a period away. Let $(Mr)(x)$ denote the mean of $r$ over a short interval of length $|\delta|a$ centred on $x$. The integral over the remnant is $\delta a\,(Mr)(z+a/2)$, and division by $L=a(1+\delta)$ gives

$$r_1(z)=\frac{\delta}{1+\delta}\,(Mr)\!\left(z+\frac a2\right).\tag{1}$$

For $-1<\delta<0$ the window is too short. Extend it on the right to a whole period. The added piece runs from $z+L/2=z+a/2-|\delta|a/2$ to $z-L/2+a=z+a/2+|\delta|a/2$, so it has length $|\delta|a$ and the same centre. The window integral is zero minus the integral over this piece, which is $-|\delta|a\,(Mr)(z+a/2)=\delta a\,(Mr)(z+a/2)$. Equation (1) therefore holds for both signs.

The short mean differs little from the value at its centre. With $\ell=|\delta|a$, a Taylor expansion gives

$$(Mr)(x)=\frac1\ell\int_{-\ell/2}^{\ell/2}\left[r(x)+t\,r'(x)+\frac{t^2}2r''(x)+\dots\right]dt
=r(x)+\frac{\ell^2}{24}r''(x)+\dots$$

The linear term cancels by symmetry, and $\int t^2dt=\ell^3/12$ supplies the factor $1/24$. To leading order in $\delta$,

$$r_1(z)\approx\delta\,r\!\left(z+\frac a2\right).$$

A shift does not change an amplitude, so **one pass leaves the relative amplitude $|\delta|$**. What is left is a small copy of the original ripple, displaced by half a period. For $\delta<0$ the copy is also inverted.

**Two passes.** By equation (1), $r_1$ has period $a$. Its mean over a period is zero, since shifting and short averaging do not change the mean of a periodic function. Both properties used in deriving (1) are thus present, and (1) may be applied to $r_1$:

$$r_2(z)=\frac{\delta}{1+\delta}(Mr_1)\!\left(z+\frac a2\right)
=\left(\frac{\delta}{1+\delta}\right)^2(M^2r)(z+a).$$

The two half-period shifts add to a full period, and $r$ repeats after $a$, so

$$r_2(z)=\left(\frac{\delta}{1+\delta}\right)^2(M^2r)(z)\approx\delta^2\,r(z).\tag{2}$$

**Two passes leave the relative amplitude $\delta^2$.** The remaining ripple is back in step with the original and upright, whatever the sign of $\delta$.

## The same result by harmonics

Fourier components show how small $\delta$ must be. For $\cos kz$ with $k=2\pi n/a$,

$$\frac1L\int_{z-L/2}^{z+L/2}\cos ks\,ds=\frac{\sin k(z+\frac L2)-\sin k(z-\frac L2)}{kL}
=\frac{2\sin(kL/2)}{kL}\cos kz .$$

Since $kL/2=\pi n(1+\delta)$ and $\sin(\pi n+\pi n\delta)=(-1)^n\sin(\pi n\delta)$, one pass multiplies the $n$th harmonic by

$$f_n=(-1)^n\frac{\sin(\pi n\delta)}{\pi n(1+\delta)},$$

and two passes multiply it by $f_n^2$. If $n|\delta|\ll1$, the sine may be replaced by its argument, and $f_n\approx(-1)^n\delta$. The size is the same for every such harmonic, which is why the ripple keeps its shape. The sign $(-1)^n$ is what a half-period shift does to the $n$th harmonic.

When $|\delta|$ is small but $n|\delta|$ is not, the harmonic is weakened more than the simple law says. Because $|\sin x|\le|x|$, no harmonic passes with a factor larger than $|\delta|/(1+\delta)$. For $n=25$ and $\delta=0.02$, where $n\delta=0.5$, the factor is 0.0125 instead of 0.0196.

For a fundamental of 10 eV and a second harmonic of 2 eV, direct averaging gives these relative amplitudes:

| $\delta$ | one pass | two passes |
|---|---|---|
| $-0.02$ | 0.0204 | $4.16\times10^{-4}$ |
| $0.01$ | 0.0099 | $0.98\times10^{-4}$ |
| $0.02$ | 0.0196 | $3.84\times10^{-4}$ |
| $0.10$ | 0.0894 | $80.0\times10^{-4}$ |

At $\delta=0.10$ the leading-order values 0.10 and 0.010 are too large by about 12% and 25% of the true ones. Most of the difference is the factor $1/(1+\delta)$ per pass. The same factor makes a window that is 2% short slightly worse than one that is 2% long.

## The TiN gate

Let the planes lie at $z=0,\pm a,\dots$, with potential wells on them:

$$r(z)=-(10\ \text{eV})\cos\frac{2\pi z}a-(2\ \text{eV})\cos\frac{4\pi z}a .$$

On a plane $r=-12$ eV, and halfway between planes $r=+8$ eV. These are the extremes, since $r'$ is proportional to $\sin\theta\,(10+8\cos\theta)$ with $\theta=2\pi z/a$, and the bracket never vanishes. The amplitude is $(8+12)/2=10$ eV.

The error $\delta=0.02$ can come from a counting slip. Let the grid have 50 points per plane spacing, a step of 0.0042 nm. A window that includes both end points of the period holds 51 points, so $L=51\times0.0042=0.2142$ nm. In the discrete mean, 50 consecutive samples of this ripple sum to zero and one sample, half a period away, is left over. It is divided by 51:

$$\frac{10\ \text{eV}}{51}=0.196\ \text{eV},\qquad \frac{10\ \text{eV}}{51^2}=3.84\ \text{meV}.$$

The continuous average gives the same values to the digits that matter. **The ripple falls from 10 eV to 0.20 eV after one pass and to 3.8 meV after two.** The tempting solution predicted 0.4 eV for the latter.

A level read at a single depth can be off by more than the amplitude, because this ripple is not symmetric about its mean. After one pass the largest deviation is $12\times0.0196\approx0.235$ eV. It occurs halfway between the planes, where the shifted copy of the well now sits. After two passes the largest deviation is 4.6 meV, on the planes.

To judge these sizes, suppose the Fermi level of the gate is placed by adding its bulk distance from $V_0$ to the level read in the stack. An error in $V_0$ then enters the barrier to the oxide one for one. Thermionic emission over a barrier $\phi$ varies as $e^{-\phi/kT}$ when its prefactor is held fixed. At 300 K, $kT=25.85$ meV, and a barrier error equal to the ripple amplitude changes the current by

$$e^{195.9/25.85}\approx2\times10^3\ \text{(one pass)},\qquad e^{3.84/25.85}\approx1.16\ \text{(two passes)}.$$

This is a measure of sensitivity, not a forecast of gate leakage, which may run by tunnelling or through defects.

## What the second pass costs

One pass at $z$ uses the profile up to $L/2$ on each side. The second pass uses values that themselves reach $L/2$ further, so two passes need clear crystal out to $L$: here 0.214 nm instead of 0.107 nm.

The weights follow from the overlap of two windows. A point at distance $t$ from $z$ enters through all intermediate positions within $L/2$ of both points. These fill a length $L-|t|$, and each pass divides by $L$, so the weight is $(L-|t|)/L^2$ for $|t|<L$. If the potential has a step of unit height at distance $d<L$, the part that leaks into the reading is

$$\int_d^L\frac{L-t}{L^2}\,dt=\frac12\left(1-\frac dL\right)^2 .$$

At $d=0.75L$ this is 0.031, while a single pass sees nothing of the step. For a step of 1 eV the leak is 31 meV, eight times the ripple that the second pass leaves. The gain is real if the reading is taken far enough from the interface.

One could spend the same room on a single pass with a window of two periods, $L=2a(1+\delta)$. Two whole periods drop out, and a remnant of length $2\delta a$ is left, centred on $z+a$. Its contribution is

$$\frac{2\delta a\,r(z+a)}{2a(1+\delta)}\approx\delta\,r(z).$$

At the same fractional error, the longer window leaves $|\delta|$, where two short passes leave $\delta^2$.

## Beside a real gate stack

TiN has the rocksalt structure, and a spacing near 0.21 nm along [001] is typical. The 10 eV amplitude is a rough figure; it depends on which potential is averaged and on the pseudopotentials, and both residues scale with it. An all-electron electrostatic potential built from free atoms has an amplitude above 30 eV, which leaves about 0.65 eV after one pass and about 12 meV after two. One assumption that is easily broken is that of equal spacings, since planes relax near an interface and real gate films contain grains and defects. As a trial, displace the planes alternately by $\pm u$ with $u=0.001a$, about 0.0002 nm, and let the profile between them stretch smoothly, so that $r(z)$ becomes $r(z-u\cos(\pi z/a))$. To first order the ripple gains $-u\cos(\pi z/a)\,r'(z)$. The fundamental, of amplitude $V_1=10$ eV, then yields a component of period $2a$ and amplitude $\pi V_1u/a=31$ meV. The window covers only about half of that period and passes the fraction 0.624 each time, so $31\times0.624^2\approx12$ meV survives two passes. In this model the small displacement thus raises the residue from 3.8 meV to about 12 meV. The whole ripple comes out at 11.6 meV, slightly below the period-$2a$ part alone at 12.2 meV, because $-u\cos(\pi z/a)\,r'(z)$ also contains a part of period $2a/3$. The product $\sin2\varphi\cos\varphi=\frac12(\sin\varphi+\sin3\varphi)$ with $\varphi=\pi z/a$ shows that the fundamental's share of this part has the opposite sign where the period-$2a$ part peaks. The second harmonic adds a share of the same sign, for 1.9 meV in all after two passes. This part alone would lower the amplitude to 10.6 meV. The main ripple moves the minimum away from the peak and brings the total back to 11.6 meV. A window near $2a$ would suppress both parts, but a single pass with it leaves the main ripple at the relative amplitude $|\delta|$. One pass with $2a(1+\delta)$ followed by one with $a(1+\delta)$ leaves about 4 meV in this model, at the price of 0.32 nm of clear crystal on each side. Potential wells that overlap and move rigidly with their planes can leave more than this smooth model does, so the 12 meV is only an order of magnitude.

Three other effects can be sized for the same gate.

- **Thermal expansion.** Suppose the window is set from a room-temperature spacing but the calculation has a static lattice. A rough coefficient of $10^{-5}$ K$^{-1}$ over 300 K gives $\delta=0.003$. Acting alone, this leaves 30 meV after one pass and 0.09 meV after two. The estimate is crude: the coefficient falls at low temperature, while zero-point motion adds an expansion of its own, so $\delta$ may be about twice as large.
- **Screened interface potential.** A tail $e^{-z/\lambda}$ is not periodic, and averaging enlarges it: each pass multiplies it by $\sinh q/q$ with $q=L/2\lambda$. For a rough $\lambda=0.05$ nm and 1 eV at the interface, 0.17 meV remains at a depth of 0.5 nm after two passes.
- **The other side of the interface.** On an oxide with a rough spacing of 0.25 nm, the metal window has $\delta=0.2142/0.25-1=-0.14$, which is no longer a small error. For an oxide ripple of 10 eV, two such passes leave 0.26 eV. If the second window is the oxide's own period, the oxide ripple vanishes in this model, because the ripple entering that pass still has the oxide's period. The same pair of windows leaves about 30 meV on the metal side instead of 3.8 meV.

The last case shows the limit of the $\delta^2$ law: the repeated window must be nearly right for the crystal in which the level is read. Nor does averaging mend the electronic-structure method. Semilocal density functionals can underestimate the gap of a wide-gap oxide by an amount of order 1 eV, and that error passes into the band offsets however well the ripple is removed. The numerical output below gives the values to more digits.

## Table of computed values

```
Plane spacing a (rough, TiN [001]): 0.21 nm
Ripple harmonics (rough): 10 eV and 2 eV
Grid points per spacing / in window: 50 / 51
Grid step: 0.0042 nm
Window error delta: 0.0200
Window length L: 0.2142 nm
Ripple amplitude before averaging: 10.000 eV
delta/(1+delta): 0.01961
(delta/(1+delta))^2: 3.845e-04
Amplitude after one pass: 0.1959 eV
Amplitude after two passes: 3.840 meV
Largest deviation, one pass: 0.2351 eV
Largest deviation, two passes: 4.605 meV
Discrete mean, one pass: 0.1961 eV
Discrete mean, two passes: 3.845 meV
delta, relative amplitude after one pass, after two passes:
  -0.02   0.02039   4.159e-04
  +0.01   0.00990   9.800e-05
  +0.02   0.01959   3.840e-04
  +0.05   0.04742   2.249e-03
  +0.10   0.08942   7.996e-03
Fitted power of delta, one pass: 0.9986
Fitted power of delta, two passes: 1.9971
Shape misfit / amplitude, one pass: 1.18e-03
Shape misfit / amplitude, two passes: 2.37e-03
Harmonic n=25: one-pass factor size 0.01248
Step at 0.75 L: leak after one pass 0.0000
Step at 0.75 L: leak after two passes 0.0314
Clear crystal per side, one pass: 0.1071 nm
Clear crystal per side, two passes: 0.2142 nm
kT at 300 K: 25.85 meV
Thermionic factor exp(amplitude/kT), one pass: 1958
Thermionic factor exp(amplitude/kT), two passes: 1.160
Expansion coefficient (rough): 1e-05 1/K
Window error from expansion: 0.0030
Expansion alone, one pass: 29.91 meV
Expansion alone, two passes: 0.0895 meV
Alternating plane displacement: 0.00021 nm
One-pass factor for period 2a: 0.6238
Period-2a part after two passes: 12.23 meV
Whole ripple with displacement, two passes: 11.62 meV
Screening length (rough) / depth: 0.05 nm / 0.50 nm
Tail of 1 eV interface potential, two passes: 0.175 meV
Oxide plane spacing (rough): 0.25 nm
Oxide ripple before averaging: 10.0 eV
Oxide ripple, metal window twice: 0.2610 eV
Oxide ripple, metal then oxide window: below 1e-10 eV
```
